# Kato's Contour Formula for the nth-Order Energy, Through Fourth Order

**Setting.** A Hamiltonian is written in a finite orthonormal basis as

$$H(\lambda)=H_0+\lambda V ,$$

with $H_0$ and $V$ Hermitian matrices. The physical problem has $\lambda=1$ and the unperturbed one $\lambda=0$; complex $\lambda$ will also be needed. One eigenvalue $E_0$ of $H_0$ has multiplicity $m$, and its distance to the nearest other eigenvalue is $d>0$. Let $P$ be the projector on its eigenspace and $Q=1-P$. The resolvents are

$$R(z)=(z-H)^{-1},\qquad R_0(z)=(z-H_0)^{-1}.$$

The contour $\Gamma$ is the circle $|z-E_0|=d/2$, traversed anticlockwise, and $\|\cdot\|$ is the spectral norm. The finite basis guarantees that every trace below exists.

## (a) Energies from the resolvent

**Question.** Express the shift of the eigenvalues that start at $E_0$ as an integral over $\Gamma$. Find a condition under which it can be expanded in $\lambda$, and read off the coefficient of $\lambda^n$.

**Solution.** Any square matrix can be brought to upper triangular form by a unitary transformation, with its eigenvalues $\varepsilon_j$ on the diagonal. The inverse of $z-H$ is then also triangular, with diagonal elements $1/(z-\varepsilon_j)$. Hence, even for complex $\lambda$, where $H$ is not Hermitian,

$$\operatorname{tr}R(z)=\sum_j\frac{1}{z-\varepsilon_j}.$$

If no eigenvalue lies on $\Gamma$, the residue theorem gives

$$N(\lambda)=\frac1{2\pi i}\oint_\Gamma \operatorname{tr}R\,dz,\qquad
W(\lambda)=\frac1{2\pi i}\oint_\Gamma (z-E_0)\operatorname{tr}R\,dz=\sum_{j\ \text{inside}}(\varepsilon_j-E_0).$$

$N$ counts the eigenvalues inside $\Gamma$, and $W$ is their total shift.

To expand $R$, factorize

$$z-H=z-H_0-\lambda V=(1-\lambda VR_0)(z-H_0).$$

On $\Gamma$ the distance from $z$ to $E_0$ is $d/2$, and the distance to any other unperturbed level is at least $d-d/2=d/2$. Since $H_0$ is Hermitian, $\|R_0(z)\|$ is the inverse of the distance from $z$ to the nearest level, so $\|R_0\|=2/d$. Therefore

$$\|\lambda VR_0\|\le \frac{2|\lambda|\,\|V\|}{d}<1\qquad\text{if}\qquad |\lambda|\,\|V\|<\frac d2 .$$

Under this condition the geometric series

$$R=R_0(1-\lambda VR_0)^{-1}=\sum_{n=0}^\infty\lambda^nR_0(VR_0)^n$$

converges uniformly on $\Gamma$. In particular $z-H$ is invertible there, so no eigenvalue touches the contour. $N(\lambda)$ is then continuous and integer-valued on a connected disc of $\lambda$, and it keeps its value $N(0)=m$. The eigenvalues inside $\Gamma$ are those that started at $E_0$.

Uniform convergence permits integration term by term. The $n=0$ term is $W(0)=0$. Thus $W=\sum_{n\ge1}\lambda^nE_n$, with

$$E_n=\frac1{2\pi i}\oint_\Gamma (z-E_0)\operatorname{tr}\!\left[R_0(VR_0)^n\right]dz. \tag{1}$$

For $m=1$ this is the ordinary $n$th-order Rayleigh–Schrödinger energy, because the coefficients of a power series are unique. For $m>1$ it is the $n$th-order part of the sum of the $m$ energies; the individual levels are not determined by it.

## (b) The closed formula

**Question.** Equation (1) contains $n+1$ resolvents and a factor $z-E_0$. Remove that factor and one resolvent.

**Solution.** Differentiating $(z-H_0)R_0=1$ gives $R_0+(z-H_0)R_0'=0$, so $R_0'=-R_0^2$. Let

$$f_n(z)=\operatorname{tr}\,(VR_0)^n .$$

The product rule gives $n$ terms, one for each differentiated factor. By cyclic invariance of the trace they are equal:

$$f_n'=-n\operatorname{tr}\!\left[VR_0\,R_0\,(VR_0)^{n-1}\right]
=-n\operatorname{tr}\!\left[R_0(VR_0)^{n}\right].$$

In the last step the leading $VR_0$ was moved to the end. Equation (1) becomes

$$E_n=-\frac1n\,\frac1{2\pi i}\oint_\Gamma(z-E_0)f_n'(z)\,dz .$$

The function $(z-E_0)f_n$ is rational and has no pole on $\Gamma$, so the integral of its derivative around the closed contour vanishes:

$$0=\oint_\Gamma\left[f_n+(z-E_0)f_n'\right]dz .$$

The two minus signs cancel, and Kato's closed formula follows:

$$\boxed{E_n=\frac1n\,\frac1{2\pi i}\oint_\Gamma\operatorname{tr}\left[(VR_0(z))^n\right]dz}\qquad(n\ge1). \tag{2}$$

For $n=1$, the residue of $R_0$ at $E_0$ is $P$, and $E_1=\operatorname{tr}PV$, as it should be.

## (c) The residue

**Question.** Evaluate (2) as a finite sum of matrix products.

**Solution.** Put $\zeta=z-E_0$ and define the reduced resolvent

$$S=\frac{Q}{E_0-H_0},$$

which vanishes on the $E_0$ eigenspace. For a ground state its nonzero eigenvalues are negative. On the eigenspace, $R_0=P/\zeta$. On another level $e_j$, with $\Delta_j=E_0-e_j$,

$$\frac1{z-e_j}=\frac1{\zeta+\Delta_j}=\sum_{k=1}^\infty(-1)^{k-1}\frac{\zeta^{k-1}}{\Delta_j^{\,k}},$$

which converges on $\Gamma$ because $|\zeta|=d/2<|\Delta_j|$. The definitions

$$S^{(0)}=-P,\qquad S^{(k)}=S^k\quad(k\ge1)$$

join both parts into one Laurent series:

$$R_0(z)=\sum_{k=0}^\infty(-1)^{k-1}\zeta^{k-1}S^{(k)} .$$

The minus sign in $S^{(0)}$ compensates $(-1)^{-1}$ in the $k=0$ term.

Insert this series in each of the $n$ factors of (2). A choice of integers $(k_1,\dots,k_n)$, called a word here, carries the factor

$$(-1)^{\sum(k_i-1)}\,\zeta^{\sum(k_i-1)} .$$

The residue is the coefficient of $\zeta^{-1}$. It requires $\sum_i(k_i-1)=-1$, that is $\sum_ik_i=n-1$, and every such word has the sign $(-1)^{-1}=-1$. Hence

$$E_n=-\frac1n\sum_{k_1+\dots+k_n=n-1}\operatorname{tr}\left[VS^{(k_1)}VS^{(k_2)}\cdots VS^{(k_n)}\right]. \tag{3}$$

Since $n$ non-negative integers add up to $n-1$, at least one of them is zero. Every term therefore contains $P$.

## (d) Removing the factor $1/n$

**Question.** Many words in (3) have equal traces. Select one representative from each set of cyclic rotations.

**Solution.** Two facts are needed.

*The $n$ rotations of a word are distinct.* If a rotation by fewer than $n$ places left a word unchanged, the word would consist of $p\ge2$ copies of a shorter block. Then $p$ would divide both the length $n$ and the sum $n-1$. Consecutive integers have no common divisor larger than 1, so this is impossible.

*One and only one rotation is admissible,* where admissible means

$$k_1+\dots+k_j\ge j\qquad\text{for every } j<n. \tag{4}$$

To prove this, set $a_i=k_i-1$ and $A_j=a_1+\dots+a_j$, so that $A_n=-1$. Condition (4) says that the partial sums stay non-negative until the last step. Let $r$ be the first index in $1,\dots,n$ at which $A_j$ takes its minimum, and start the word at position $r+1$. The new partial sums are

- $A_j-A_r\ge0$ for $r<j\le n$;
- $A_n-A_r+A_i=A_i-A_r-1\ge0$ for $i<r$, because the integer $A_i$ exceeds the first minimum by at least 1;
- $-1$ when the cycle closes at $i=r$.

This rotation is admissible. Now start instead at $s+1$ with $s\ne r$. If $s<r$, the partial sum on reaching position $r$ is $A_r-A_s<0$. If $s>r$, it is $A_r-A_s-1<0$. In both cases this happens before the cycle closes, so (4) is violated.

The sum in (3) is thus $n$ times the sum over admissible words. In an admissible word $A_{n-1}\ge0$, $A_n=-1$ and $a_n\ge-1$, which forces $a_n=-1$, so $k_n=0$. The last factor is $S^{(0)}=-P$, and its sign cancels the minus sign in (3). Moving $P$ to the front gives

$$E_n=\sum_{\text{admissible}}\operatorname{tr}\left[PVS^{(k_1)}V\cdots S^{(k_{n-1})}V\right]. \tag{5}$$

Distributing $n-1$ units over $n$ places can be done in $\binom{2n-2}{n-1}$ ways, so (5) has $\frac1n\binom{2n-2}{n-1}$ terms: 1, 1, 2, 5 for $n=1,2,3,4$. For $n=2$ the word is $(1)$, and $E_2=\operatorname{tr}PVSV$.

## (e) Third and fourth orders

**Question.** Write out $E_3$ and $E_4$, first for any $m$ and then for a nondegenerate level.

**Solution.** *Third order.* The six words in (3) are the three rotations of $(1,1,0)$ and the three rotations of $(2,0,0)$. Collecting these residues,

$$E_3=-\frac13\left\{3\operatorname{tr}[VSVSV(-P)]+3\operatorname{tr}[VS^2V(-P)V(-P)]\right\},$$

$$E_3=\operatorname{tr}P\left[VSVSV-VS^2VPV\right].$$

For $m=1$, $P=|0\rangle\langle0|$, and each interior $P$ splits a trace into a product of expectation values. With $\langle X\rangle=\langle0|X|0\rangle$,

$$\boxed{E_3=\langle VSVSV\rangle-E_1\langle VS^2V\rangle}. \tag{6}$$

*Fourth order.* Condition (4) requires $k_1\ge1$, $k_1+k_2\ge2$ and $k_1+k_2+k_3=3$. Equation (5) then gives five terms, one minus sign arising from each interior $S^{(0)}=-P$:

| $(k_1,k_2,k_3)$ | trace, any $m$ | value for $m=1$ |
|---|---|---|
| (1,1,1) | $\operatorname{tr}PVSVSVSV$ | $\langle VSVSVSV\rangle$ |
| (1,2,0) | $-\operatorname{tr}PVSVS^2VPV$ | $-E_1\langle VSVS^2V\rangle$ |
| (2,0,1) | $-\operatorname{tr}PVS^2VPVSV$ | $-E_2\langle VS^2V\rangle$ |
| (2,1,0) | $-\operatorname{tr}PVS^2VSVPV$ | $-E_1\langle VS^2VSV\rangle$ |
| (3,0,0) | $+\operatorname{tr}PVS^3VPVPV$ | $+E_1^2\langle VS^3V\rangle$ |

For a nondegenerate level the sum is

$$\boxed{\begin{aligned}E_4={}&\langle VSVSVSV\rangle-E_2\langle VS^2V\rangle\\&-E_1\left(\langle VSVS^2V\rangle+\langle VS^2VSV\rangle\right)+E_1^2\langle VS^3V\rangle.\end{aligned}} \tag{7}$$

The terms with $E_1$ can be absorbed. With $\bar V=V-E_1$,

$$E_3=\langle VS\bar VSV\rangle,\qquad E_4=\langle VS\bar VS\bar VSV\rangle-E_2\langle VS^2V\rangle ,$$

as multiplying out $\bar V$ confirms. What acts between excited states is the perturbation measured from its mean value in the reference state. The remaining subtraction has a direct meaning too. The first-order equation $(E_0-H_0)|\psi_1\rangle=(V-E_1)|0\rangle$, with $\langle0|\psi_1\rangle=0$, gives $|\psi_1\rangle=SV|0\rangle$. So $\langle VS^2V\rangle=\langle\psi_1|\psi_1\rangle$ is the squared norm of the first-order correction.

## (f) Range of validity

**Question.** For $m=1$ and $V\neq0$, bound $E_n$ and the truncation error at $\lambda=1$. Can the radius found in (a) be enlarged without further information about $V$?

**Solution.** For $|\lambda|<d/(2\|V\|)$ the single eigenvalue stays inside $\Gamma$, so $W$ is analytic with $|W|<d/2$. Cauchy's estimate on a circle of radius $\rho$ in this disc gives $|E_n|\le(d/2)\rho^{-n}$. Letting $\rho$ approach $d/(2\|V\|)$,

$$|E_n|\le\frac d2\,q^n,\qquad q=\frac{2\|V\|}{d}.$$

If $q<1$, summing the geometric tail bounds the error after order $N$:

$$\left|E(1)-\sum_{n=0}^NE_n\right|\le\frac d2\,\frac{q^{N+1}}{1-q}. \tag{8}$$

Bound (8) as written gives nothing once $d\le2\|V\|$, that is, once the gap is no larger than twice the norm of the perturbation. A constant part of $V$ should be removed first. Replacing $V$ by $V-c$ shifts every eigenvalue by $-\lambda c$, so it changes $E_1$ alone. For $N\ge1$ the norm in $q$ may therefore be replaced by $\min_c\|V-c\|$, which is half the spread of the eigenvalues of $V$.

The radius cannot be enlarged on the basis of $d$ and $\|V\|$ alone. Take two levels $0$ and $d$ coupled by a real off-diagonal element $v$, so that $\|V\|=|v|$. The eigenvalues are

$$\varepsilon_\pm=\frac d2\pm\sqrt{\frac{d^2}4+\lambda^2v^2},$$

with square-root branch points at $\lambda=\pm id/(2|v|)$, at the distance $d/(2\|V\|)$ from the origin. The series diverges beyond it even though the levels never meet for real $\lambda$. For a particular $V$ the series may converge further than guaranteed.

## (g) A three-level example

**Question.** Evaluate the lowest level through fourth order at $\lambda=1$ for unperturbed levels 1, 3 and 5 eV and

$$V=\begin{pmatrix}0.2&0.4&-0.2\\0.4&-0.2&0.2\\-0.2&0.2&0.4\end{pmatrix}\text{ eV}.$$

**Solution.** Here $d=2$ eV, $\|V\|=0.529$ eV and $q=0.529$, so the series converges at $\lambda=1$. On the two excited states $S=\operatorname{diag}(-0.5,-0.25)$ eV$^{-1}$, and $V|0\rangle$ has the excited components $(0.4,-0.2)$ eV. Then

$$E_1=0.2\text{ eV},\qquad E_2=0.16(-0.5)+0.04(-0.25)=-0.09\text{ eV},$$

$$\langle VS^2V\rangle=0.16(0.25)+0.04(0.0625)=0.0425 ,$$

$$\langle VS^3V\rangle=0.16(-0.125)+0.04(-0.015625)=-0.020625\text{ eV}^{-1}.$$

The first-order state is $x=SV|0\rangle=(-0.2,\,0.05)$, which gives

$$\langle VSVSV\rangle=x^TVx=0.04(-0.2)+2(-0.2)(0.05)(0.2)+0.0025(0.4)=-0.011\text{ eV}.$$

The excited part of $Vx$ is $y=(0.05,-0.02)$ eV, and $Sx=(0.1,-0.0125)$ eV$^{-1}$. Hence

$$\langle VSVSVSV\rangle=y^TSy=0.0025(-0.5)+0.0004(-0.25)=-0.00135\text{ eV},$$

$$\langle VSVS^2V\rangle=y^TSx=0.005+0.00025=0.00525=\langle VS^2VSV\rangle ,$$

the last equality holding because the matrices are real and symmetric. Equations (6) and (7) yield

$$E_3=-0.011-0.2(0.0425)=-0.0195\text{ eV},$$

$$\begin{aligned}E_4&=-0.00135+0.09(0.0425)-0.2(0.0105)+0.04(-0.020625)\\&=-0.00135+0.003825-0.0021-0.000825=-0.00045\text{ eV}.\end{aligned}$$

The fourth order is small because its terms nearly cancel. Numerical evaluation of the contour integral (2) and the Taylor coefficients of the exact eigenvalue give the same four energies.

Diagonalization gives 1.09210 eV. The partial sums compare with it as follows.

| through order | sum (eV) | sum − exact (eV) | bound (8) (eV) |
|---|---|---|---|
| 1 | 1.20000 | 0.108 | 0.595 |
| 2 | 1.11000 | 0.0179 | 0.315 |
| 3 | 1.09050 | −0.00160 | 0.167 |
| 4 | 1.09005 | −0.00205 | 0.0881 |

The fourth order slightly worsens the result. The third-order sum is already too low and $E_4$ is negative; the upward correction comes from the next orders, $E_5=0.00158$ eV and $E_6=0.00057$ eV. Convergence of the series does not imply that each added order reduces the error. The bound holds throughout but is far from the actual error.

## (h) A degenerate level

**Question.** Two states lie at 1 eV and two others at 3 and 4 eV. The rows of $V$, in eV, are $(0.1,0.2,0.3,-0.1)$, $(0.2,-0.3,0.1,0.2)$, $(0.3,0.1,0.2,0.1)$ and $(-0.1,0.2,0.1,-0.2)$. What does the formula give for the lowest pair?

**Solution.** It gives the sum of the two energies. Here $d=2$ eV, and the spectral norm is at most the square root of the sum of the squared elements, $\|V\|\le\sqrt{0.58}\text{ eV}<1\text{ eV}=d/2$. The condition of (a) therefore holds at $\lambda=1$, and the two eigenvalues inside $\Gamma$ are the two lowest. The first two orders are

$$E_1=\operatorname{tr}PV=0.1-0.3=-0.2\text{ eV},$$

$$E_2=\operatorname{tr}PVSV=\frac{0.3^2+0.1^2}{1-3}+\frac{(-0.1)^2+0.2^2}{1-4}=-0.06667\text{ eV}.$$

The general traces in (e) give $E_3=0.00117$ eV and $E_4=0.00120$ eV. Added to $2E_0=2$ eV, these make 1.73570 eV, against 1.73561 eV for the sum of the two lowest exact eigenvalues. The factorized forms (6) and (7) do not apply here, since $P$ is no longer a projector on a single state. To separate the two levels one needs more than these traces: already at first order, the eigenvalues of the block $PVP$ and not just their sum.

## Numbers as computed

```
Three-level model, H0 levels (eV): [1. 3. 5.]
V row 0 (eV): [ 0.2  0.4 -0.2]
V row 1 (eV): [ 0.4 -0.2  0.2]
V row 2 (eV): [-0.2  0.2  0.4]
gap d = 2.000 eV, contour radius d/2 = 1.000 eV
norm of V = 0.529150 eV, q = 2|V|/d = 0.529150
guaranteed radius in lam = 1.889822
diagonal of S (1/eV): [ 0.   -0.5  -0.25]
<V S^2 V> = 0.042500 (dimensionless)
<V S^3 V> = -0.020625 1/eV
<V S V S V> = -0.011000 eV
<V S V S^2 V> = 0.005250, <V S^2 V S V> = 0.005250
<V S V S V S V> = -0.001350 eV
order 3 word (1, 1): -0.011000 eV
order 3 word (2, 0): -0.008500 eV
order 4 word (1, 1, 1): -0.001350 eV
order 4 word (1, 2, 0): -0.001050 eV
order 4 word (2, 0, 1): 0.003825 eV
order 4 word (2, 1, 0): -0.001050 eV
order 4 word (3, 0, 0): -0.000825 eV
E1: formula 0.20000000, contour 0.20000000, Taylor 0.20000000 eV
E2: formula -0.09000000, contour -0.09000000, Taylor -0.09000000 eV
E3: formula -0.01950000, contour -0.01950000, Taylor -0.01950000 eV
E4: formula -0.00045000, contour -0.00045000, Taylor -0.00045000 eV
E5: contour 0.00158250, Taylor 0.00158250 eV
E6: contour 0.00056869, Taylor 0.00056869 eV
E7: contour -0.00000417, Taylor -0.00000417 eV
exact lowest eigenvalue at lam=1: 1.09209668 eV
sum to order 1: 1.20000000 eV, sum-exact 1.08e-01 eV, bound 5.95e-01 eV
sum to order 2: 1.11000000 eV, sum-exact 1.79e-02 eV, bound 3.15e-01 eV
sum to order 3: 1.09050000 eV, sum-exact -1.60e-03 eV, bound 1.67e-01 eV
sum to order 4: 1.09005000 eV, sum-exact -2.05e-03 eV, bound 8.81e-02 eV
order 2: all words 2, admissible 1
order 3: all words 6, admissible 2
order 4: all words 20, admissible 5
order 5: all words 70, admissible 14
order 6: all words 252, admissible 42
two-level d = 2.0 eV, v = 0.5 eV, branch |lam| = 2.000
Degenerate model, H0 levels (eV): [1. 1. 3. 4.]
V row 0 (eV): [ 0.1  0.2  0.3 -0.1]
V row 1 (eV): [ 0.2 -0.3  0.1  0.2]
V row 2 (eV): [0.3 0.1 0.2 0.1]
V row 3 (eV): [-0.1  0.2  0.1 -0.2]
summed E1..E4 (eV): -0.200000 -0.066667 0.001167 0.001196
sum to order 4: 1.735696 eV, exact pair sum 1.735610 eV
```
